# Opposite Flat-Band Shifts of Alumina and Lanthana from Oxygen Areal Density

A threshold-voltage calculation for a transistor with a high-k oxide on silica needs a decision before any number is entered: does the potential step at the oxide/oxide interface raise or lower the flat-band voltage? At fixed stack capacitance and fixed silicon charge at threshold, the threshold voltage moves by the same amount as the flat-band voltage. A step entered with the wrong sign therefore produces an error of twice its size. For alumina and lanthana the oxygen-areal-density model gives opposite answers, positive for alumina and negative for lanthana.

The model rests on a postulate about which way oxygen moves. I keep that postulate separate from the electrostatics, which needs no model of oxygen.

## 1. Simplest case: two given sheets of charge

Let $x$ run from the gate at $x=0$ to the silicon surface at $x=L$. The order is gate, high-k oxide, silica, silicon. The gate voltage $V$ is measured relative to silicon, $\rho_q(x)$ is the charge density in the oxides and $\varepsilon(x)$ is the permittivity.

At flat band the silicon has no space charge and no field, so the displacement $D=\varepsilon E$ vanishes at $x=L$. Integrating Gauss's law, $dD/dx=\rho_q$, from $x$ to $L$ gives

$$D(L)-D(x)=\int_x^L\rho_q(x')\,dx',\qquad D(x)=-\int_x^L\rho_q(x')\,dx'.$$

The electrostatic potential of the gate relative to silicon is the integral of $E$ from gate to silicon. Apart from the usual work-function difference, this is the flat-band voltage:

$$\Delta V_{FB}=\int_0^L\frac{D(x)}{\varepsilon(x)}dx=-\int_0^L\frac{dx}{\varepsilon(x)}\int_x^L\rho_q(x')\,dx'.$$

The double integral covers $0<x<x'<L$. Doing the $x$ integral first,

$$\Delta V_{FB}=-\int_0^L\rho_q(x')\left[\int_0^{x'}\frac{dx}{\varepsilon(x)}\right]dx'.\tag{1}$$

The bracket grows with distance from the gate, so charge near silicon has the larger weight.

Now put a sheet $+Q$ (charge per area) at $x_1$, on the high-k side, and $-Q$ at $x_2=x_1+d$, on the silica side. Let the relative permittivity between them be $\varepsilon_i$. Equation (1) gives

$$\Delta V_{FB}=-Q\int_0^{x_1}\frac{dx}{\varepsilon}+Q\int_0^{x_2}\frac{dx}{\varepsilon}=Q\int_{x_1}^{x_2}\frac{dx}{\varepsilon}=\frac{Qd}{\varepsilon_0\varepsilon_i}.\tag{2}$$

The sign can be checked without the formula. The field between the sheets points from plus to minus, here toward silicon. Potential falls along the field, so the gate sits higher than silicon when the silicon bands are flat. Positive charge on the high-k side means a positive shift.

**Limit: remove one sheet.** If a single sheet $Q_f$ sits at the high-k/silica boundary, below a high-k layer of thickness $t_h$ and relative permittivity $\varepsilon_h$, equation (1) gives

$$\Delta V_{FB}=-\frac{Q_f t_h}{\varepsilon_0\varepsilon_h}.$$

With $e/\varepsilon_0=18.0951$ V nm, $Q_f=+0.01\,e/\text{nm}^2$ and $\varepsilon_h=10$, a 2 nm layer gives $-0.01\times18.0951\times2/10=-0.0362$ V. A 4 nm layer gives $-0.0724$ V. The dipole shift (2) contains neither oxide thickness. In a series of stacks with different $t_h$, fixed charge at this boundary thus appears in the slope of $V_{FB}$ and the dipole in the constant part. Any charge at the silica/silicon boundary enters both the slope and the constant part. The constant part also holds the work-function difference and any dipole at the gate, so it does not isolate the oxide/oxide dipole by itself.

A numerical solution of Poisson's equation for the whole stack tests both behaviours: the dipole shift stays fixed when the two thicknesses change, and the single-sheet shift doubles with $t_h$.

**Second case: reverse the oxides.** If silica lies next to the gate and the high-k oxide next to silicon, the same interface presents its negative sheet first. Both terms in (2) change sign, and so does the shift. "Alumina shifts positive" is a statement about the order gate/alumina/silica/silicon.

## 2. Counting oxygen

The sign of $Q$ must now come from the materials. An oxide of mass density $\rho$, molar formula mass $M$ and $\nu$ oxygens per formula has the oxygen number density

$$n_O=\frac{\nu\rho N_A}{M}.$$

To turn this into a number per area, take a slab of thickness $\ell=n_O^{-1/3}$, the edge of a cube holding one oxygen on average. In a periodic cell of height $c>\ell$, area $S$ and $N$ oxygens, each oxygen lies inside the slab for a fraction $\ell/c$ of all slab positions. The mean count per area is

$$\sigma=\frac{N}{S}\frac{\ell}{c}=n_O\ell=n_O^{2/3}.\tag{3}$$

Direct counting in a disordered cell, averaged over all slab positions, agrees with (3) within 0.2%. The count in a single slab can differ much more from this mean. This $\sigma$ is a nominal areal density. A particular crystal plane can hold a different number.

The inputs are rough mass densities: 2.2 g/cm³ for silica, 3.0 g/cm³ for an amorphous alumina film and 6.5 g/cm³ for lanthana. They give

- silica: $n_O=44.10$ nm⁻³, $\sigma_s=12.48$ nm⁻²;
- alumina: $n_O=53.16$ nm⁻³, $\sigma_h=14.14$ nm⁻²;
- lanthana: $n_O=36.04$ nm⁻³, $\sigma_h=10.91$ nm⁻².

Lanthana has the highest mass density of the three and the lowest oxygen density. Its volume per oxygen is the largest: 0.0277 nm³, against 0.0227 nm³ for silica and 0.0188 nm³ for alumina. With $\Delta\sigma=\sigma_h-\sigma_s$, the mismatches are $+1.655$ nm⁻² for alumina and $-1.571$ nm⁻² for lanthana.

## 3. The postulate, first without electrostatic cost

The model postulates that a mismatch in $\sigma$ across the interface costs energy, and that oxygen moves to reduce it. Electrostatics does not imply this; it is the physical content of the model.

Let $\tau$ be the number of oxygens per area that move from the high-k side to the silica side. A negative $\tau$ means the opposite direction. The areal densities become $\sigma_h-\tau$ and $\sigma_s+\tau$, so the remaining mismatch is

$$m=(\sigma_h-\tau)-(\sigma_s+\tau)=\Delta\sigma-2\tau.\tag{4}$$

The factor 2 arises because each oxygen lowers one side and raises the other. If nothing opposed the motion, the mismatch would vanish at $\tau=\Delta\sigma/2$.

The second assumption concerns charge. Oxygen moves as O²⁻ and leaves a vacancy of charge $+2e$. For $\tau>0$ the high-k side acquires $+2e\tau$ per area and the silica side $-2e\tau$. Thus $Q=2e\tau$, and (2) becomes

$$\Delta V_{FB}=\frac{2e\tau d}{\varepsilon_0\varepsilon_i}.\tag{5}$$

Alumina has more oxygen per area than silica, gives some up, becomes positive and shifts $V_{FB}$ upward. Lanthana has less, accepts some, becomes negative and shifts $V_{FB}$ downward.

This sign argument used free motion. The charge that builds up opposes further transfer, and the next step is to see whether that opposition can change the sign.

## 4. Adding the field energy

I treat the transferred charges as laterally uniform sheets, which is a mean-field description, and take the field outside them to be zero during the transfer. Between them $D=Q=2e\tau$. The field energy per volume is $D^2/(2\varepsilon_0\varepsilon_i)$, and multiplying by $d$ gives the energy per area

$$\frac{(2e\tau)^2d}{2\varepsilon_0\varepsilon_i}=2A\tau^2,\qquad A=\frac{e^2d}{\varepsilon_0\varepsilon_i}.$$

The gate charge stays zero throughout, so no charge passes through the external circuit and no work of a voltage source has to be added.

For the mismatch take first the quadratic energy $\kappa m^2/2$, with stiffness $\kappa>0$. The total is

$$U(\tau)=\frac{\kappa}{2}(\Delta\sigma-2\tau)^2+2A\tau^2.$$

Setting the derivative to zero,

$$U'(\tau)=-2\kappa(\Delta\sigma-2\tau)+4A\tau=0,$$

$$4(\kappa+A)\tau=2\kappa\Delta\sigma,\qquad \tau=\frac{\Delta\sigma/2}{1+\lambda},\qquad \lambda=\frac{A}{\kappa}.\tag{6}$$

Since $U''=4(\kappa+A)>0$, this is the minimum. The field energy reduces the transfer by $1+\lambda$ and leaves its sign alone. Inserting (6) in (5), where $2ed/(\varepsilon_0\varepsilon_i)=2A/e$, gives

$$\Delta V_{FB}=\frac{A}{e}\,\frac{\Delta\sigma}{1+\lambda}=\frac{ed}{\varepsilon_0\varepsilon_i}\,\frac{\Delta\sigma}{1+\lambda}.\tag{7}$$

The condition $U'=0$ also has a direct reading. It says $2\kappa m=4A\tau$, and by (5) $2A\tau=e\Delta V_{FB}$, so

$$2\kappa m=2e\,\Delta V_{FB}.$$

The left side is the mismatch energy released by the last oxygen to move. The right side is the work of carrying charge $2e$ across the step. Transfer stops when they are equal, with some mismatch left over.

**Two limits.** For a stiff mismatch energy, $\lambda\to0$, the densities equalize and

$$\Delta V_{\text{stiff}}=\frac{A}{e}\Delta\sigma.$$

For a soft one, $\lambda\gg1$, replace $1+\lambda$ by $A/\kappa$:

$$\Delta V_{\text{soft}}=\frac{\kappa}{e}\Delta\sigma.$$

The soft limit no longer contains $d$ or $\varepsilon_i$: a wider or less screened dipole forms with fewer charges. Numerical minimization, with the field energy taken from the Poisson solution, agrees with each expression within 1% at stiffnesses far above and far below $A$. Between the limits, (7) can be written as

$$\Delta V_{FB}=\frac{\Delta\sigma}{e}\frac{A\kappa}{A+\kappa},\qquad \frac{1}{\Delta V_{FB}}=\frac{1}{\Delta V_{\text{stiff}}}+\frac{1}{\Delta V_{\text{soft}}},$$

so for finite $\kappa$ the shift is smaller in magnitude than either limiting expression.

## 5. Does the sign depend on the quadratic form?

Replace $\kappa m^2/2$ by any differentiable, strictly convex $F(m)$ with its minimum at $m=0$. Then $F'$ increases with $m$ and has the sign of $m$. The derivative of the total energy is

$$U'(\tau)=-2F'(\Delta\sigma-2\tau)+4A\tau.$$

As $\tau$ increases, the argument of $F'$ decreases, so the first term increases. The second increases too. Hence $U'$ has at most one zero. For $\Delta\sigma>0$ its values at two points are

$$U'(0)=-2F'(\Delta\sigma)<0,\qquad U'(\Delta\sigma/2)=-2F'(0)+2A\Delta\sigma=2A\Delta\sigma>0.$$

The minimum therefore lies strictly between $0$ and $\Delta\sigma/2$. For $\Delta\sigma<0$ both inequalities reverse, and the minimum lies between $\Delta\sigma/2$ and $0$. In this mean-field model

$$\operatorname{sign}\Delta V_{FB}=\operatorname{sign}\tau=\operatorname{sign}\Delta\sigma.\tag{8}$$

Quartic and hyperbolic-cosine mismatch energies were minimized numerically for both oxides, and each minimum fell inside the predicted interval.

The proof also shows what would break (8). If $F$ had its minimum at some $m_0\neq0$, because bonding at the interface favours unequal densities, the sign would follow $\Delta\sigma-m_0$. If a displacement $D_0$ were held across the interface during the transfer, the field energy would contain $(D_0+2e\tau)^2$. Its cross term, $2e\tau D_0d/(\varepsilon_0\varepsilon_i)$, is linear in $\tau$ and can reverse the transfer when $\Delta\sigma$ is small.

**Another case: incomplete charge.** Suppose each moving oxygen carries $-2ze$ and leaves $+2ze$, with $0\le z\le1$. The field energy becomes $2Az^2\tau^2$, so $\lambda$ in (6) becomes $z^2\lambda$, while (5) gains a factor $z$:

$$\Delta V_{FB}=\frac{A}{e}\,\frac{z\,\Delta\sigma}{1+z^2\lambda}.$$

At $z=0$ neutral oxygen moves and there is no dipole, however large the mismatch. For $z>0$ the sign is that of $\Delta\sigma$. The magnitude need not grow with $z$, because a smaller charge per oxygen allows more oxygen to move.

## 6. Numbers for the two oxides

The areal densities do not supply $d$, $\varepsilon_i$ or $\kappa$. I choose $d=0.2$ nm, $\varepsilon_i=6.0$ and $\kappa=0.2$ eV nm² for both interfaces. These are round illustrative values, so the voltages below show how the model works and are not predictions for real films. They imply a field of about 1.2 V/nm between the sheets, around the breakdown field of good silica films, over little more than a bond length. A linear, uniform permittivity is only a rough description there. The common factors are

$$\frac{A}{e}=\frac{18.0951\times0.2}{6.0}=0.6032\ \text{V nm}^2,\qquad \lambda=\frac{0.6032}{0.2}=3.016.$$

For alumina, (6) and (7) give

$$\tau=\frac{1.655/2}{4.016}=0.206\ \text{nm}^{-2},\qquad \Delta V_{FB}=\frac{0.6032\times1.655}{4.016}=+0.249\ \text{V}.$$

For lanthana,

$$\tau=\frac{-1.571/2}{4.016}=-0.196\ \text{nm}^{-2},\qquad \Delta V_{FB}=\frac{0.6032\times(-1.571)}{4.016}=-0.236\ \text{V}.$$

In millivolts the shifts are $+249$ and $-236$. Their near equality in size comes from the nearly equal $|\Delta\sigma|$ and the shared parameters; the model contains no symmetry between the two oxides. With alumina on the silicon side of silica, the same dipole gives $-0.249$ V.

About 1.5% of the nominal alumina areal density moves ($0.206/14.14$), a quarter of what equalization would need. The stiff expression would give $+0.998$ V for alumina and the soft one $+0.331$ V. The soft value is an expression evaluated outside its regime, since $\lambda=3$ is not large. The reciprocal rule joins them: $1/0.998+1/0.331=4.02$ V⁻¹, whose inverse is 0.249 V.

**How far to trust the uniform sheets.** There is one transferred oxygen per $1/0.206=4.9$ nm², a typical spacing of 2.2 nm, much larger than $d$. The mean step (5) depends on the average charge, so for laterally uniform permittivities it survives this graininess. The field energy does not: separate vacancy–ion pairs have an energy of their own, roughly proportional to their number. As a rough representation, let the excess over the uniform-sheet energy be $w|\tau|$ with $w>0$. On the side $\tau>0$, for $\Delta\sigma>0$, the initial slope becomes $-2F'(\Delta\sigma)+w$. If $w\ge2F'(\Delta\sigma)$, no oxygen moves and there is no dipole. For the quadratic mismatch energy and the alumina values above, this threshold is $2\kappa\Delta\sigma=0.66$ eV per oxygen, so a pair cost of order 1 eV would already suppress the calculated shift. The electrostatics of this section gives costs of that size: with the same $d$ and $\varepsilon_i$, an isolated pair of charges $\pm2e$, each spread laterally as a Gaussian of width 0.3 nm, has a field energy of 0.82 eV, and 1.6 eV at 0.2 nm. At these parameters a transfer survives only if the charges are spread over about 0.35 nm or more. If $w$ is smaller, the transfer keeps its direction, and in this linear form it is reduced. The linear form fits pairs placed at random. For pairs that keep apart, much of the $2A\tau^2$ interaction is absent and the excess grows more slowly than $\tau$; the transfer can then come out close to, or slightly above, the uniform-sheet value. The same holds with signs reversed for $\Delta\sigma<0$. Such a cost can remove the shift, and it cannot invert it.

## 7. How much density error can the sign tolerate?

Because $n_O^{2/3}$ increases with $n_O$, the sign of $\Delta\sigma$ is the sign of the difference in oxygen number density. The exponent matters for the magnitude alone. The sign changes when the number densities are equal:

$$\frac{\nu_h\rho^*}{M_h}=\frac{\nu_s\rho_s}{M_s},\qquad \rho^*=\rho_s\,\frac{\nu_s}{M_s}\,\frac{M_h}{\nu_h}.$$

For alumina,

$$\rho^*=2.2\times\frac{2}{60.083}\times\frac{101.961}{3}=2.49\ \text{g/cm}^3.$$

For lanthana, with $M_h=325.807$ g/mol, the same expression gives 7.95 g/cm³. Root searches on the numerically relaxed stack find the same crossings.

The assumed alumina density could thus fall by 17% before its shift became negative, and the assumed lanthana density could rise by 22% before its shift became positive. Both figures hold silica at 2.2 g/cm³. A denser interlayer narrows the margin for alumina and widens it for lanthana, since $\rho^*$ is proportional to $\rho_s$.

The magnitude is far more sensitive. From $\sigma_h\propto\rho^{2/3}$, a small change $\delta\rho$ gives $\delta\sigma_h=\tfrac23\sigma_h\,\delta\rho/\rho$. At fixed $\sigma_s$ and $\lambda$,

$$\frac{\delta(\Delta V_{FB})}{\Delta V_{FB}}=\frac{\delta\sigma_h}{\Delta\sigma}=\frac23\,\frac{\sigma_h}{\Delta\sigma}\,\frac{\delta\rho}{\rho}.$$

For alumina the coefficient is $\tfrac23\times14.14/1.655=5.7$: a 1% density change alters the shift by about 5.7%, because $\Delta\sigma$ is a small difference of two larger numbers. Raising the density by a third, to 4.0 g/cm³, increases the mismatch to 4.644 nm⁻² and the shift to $+0.697$ V, 2.8 times the earlier value, with all other parameters unchanged. The field between the sheets would then be about 3.5 V/nm, well above the breakdown field of silica, so this value illustrates the sensitivity of the formula and not a shift to expect in a film.

For the threshold calculation the model supplies only a sign. In the order gate/high-k/silica/silicon, under the stated postulate and with no outside field across the interface during the transfer, any step that forms is positive for alumina and negative for lanthana within these density margins. This holds for an abrupt, unreacted interface at which only oxygen moves. Lanthana on silica tends to form silicates, whose crystals hold roughly 44 to 45 oxygens per nm³, about the value for silica, so for a reacted layer the model gives no clear sign. Magnesia has more oxygen per volume than silica (about 53 nm⁻³), yet a negative shift is reported for it, so the rule is not general. The size of the step has to come from a measurement or from an atomistic calculation of the interface. The full set of values is in the numerical output below.

## Numbers as computed

```
Atomic masses O, Si: 15.999, 28.085 g/mol
Atomic masses Al, La: 26.982, 138.905 g/mol
Formula mass silica: 60.083 g/mol
Charge separation d: 0.2 nm
Relative permittivity eps_i: 6.0 (no unit)
Mismatch stiffness kappa: 0.2 eV nm^2
e/eps0: 18.0951 V nm
e d/(eps0 eps_i): 0.6032 V nm^2
lambda: 3.0159 (no unit)
silica: rough mass density 2.2 g/cm^3
silica: oxygen density 44.10 nm^-3
silica: sigma 12.482 nm^-2
alumina: rough mass density 3.0 g/cm^3
alumina: formula mass 101.961 g/mol
alumina: oxygen density 53.16 nm^-3
alumina: sigma 14.138 nm^-2
alumina: delta sigma +1.655 nm^-2
alumina: transfer tau +0.2061 nm^-2
alumina: high-k sheet charge +0.4121 e/nm^2
alumina: field toward silicon +1.243 V/nm
alumina: flat-band shift +0.249 V
alumina: flat-band shift +249 mV
lanthana: rough mass density 6.5 g/cm^3
lanthana: formula mass 325.807 g/mol
lanthana: oxygen density 36.04 nm^-3
lanthana: sigma 10.911 nm^-2
lanthana: delta sigma -1.571 nm^-2
lanthana: transfer tau -0.1956 nm^-2
lanthana: high-k sheet charge -0.3912 e/nm^2
lanthana: field toward silicon -1.180 V/nm
lanthana: flat-band shift -0.236 V
lanthana: flat-band shift -236 mV
dense alumina: rough mass density 4.0 g/cm^3
dense alumina: formula mass 101.961 g/mol
dense alumina: oxygen density 70.88 nm^-3
dense alumina: sigma 17.126 nm^-2
dense alumina: delta sigma +4.644 nm^-2
dense alumina: transfer tau +0.5782 nm^-2
dense alumina: high-k sheet charge +1.1564 e/nm^2
dense alumina: field toward silicon +3.487 V/nm
dense alumina: flat-band shift +0.697 V
dense alumina: flat-band shift +697 mV
alumina stiff-limit shift: +0.998 V
alumina soft-limit estimate at kappa: +0.331 V
alumina shift, oxide order reversed: -0.249 V
alumina: sign-change mass density 2.489 g/cm^3
lanthana: sign-change mass density 7.953 g/cm^3
Single +0.01 e/nm^2 sheet, 2 nm high-k: -0.0362 V
Single +0.01 e/nm^2 sheet, 4 nm high-k: -0.0724 V
```
